# Rayleigh hysteresis in ferroelectrics: field-linear permittivity and cubic loss

## Result

A ferroelectric is cycled slowly between the fields $-E_0$ and $+E_0$, well below its coercive field. If its response after each reversal follows the Rayleigh minor branches defined below, then

$$
\frac{D_0}{E_0}=\varepsilon_i+\alpha E_0 ,\qquad
W=\oint E\,dD=\frac{4}{3}\,\alpha E_0^3 .
$$

Here $D_0$ is the electric displacement at the tip of the centred loop, $\varepsilon_i$ the initial permittivity, $\alpha$ the Rayleigh coefficient, and $W$ the heat released per unit volume and cycle.

SI units are used, and $E$ and $D$ are components along one axis. With $\varepsilon_i=\varepsilon_0\varepsilon_{r,i}$ and $\alpha=\varepsilon_0\alpha_r$, the coefficient $\alpha_r$ has the unit m/V and belongs to the relative permittivity. A loss computed from $\alpha_r$ therefore needs the factor $\varepsilon_0$. The unit of $\alpha E_0^3$ is (F/V)(V/m)³ = J/m³, as it must be.

The response is assumed independent of rate, conduction is neglected, and the pinning landscape does not change during cycling.

## 1. One pinned wall segment

Consider a segment of domain wall with two stable positions. It jumps forward when the rising field reaches $a$, and back when the falling field reaches $b\le a$. Each forward jump raises $D$ by $\delta$, and each backward jump lowers it by $\delta$. Such an element is called a relay. Its mean threshold $(a+b)/2$ measures a local bias, and its width $a-b$ measures the strength of pinning.

Over one cycle that passes both thresholds, the work is

$$
\oint E\,dD=a\,\delta+b\,(-\delta)=(a-b)\,\delta\ \ge 0 .
$$

In a steady isothermal cycle the internal energy returns to its starting value, so this work leaves as heat.

**Limit.** For $a\to b$ the loss vanishes: the segment still moves, but reversibly. A segment whose thresholds are not both passed has no repeated jumps and dissipates nothing in the steady cycle.

## 2. Many segments: the minor branches

Now take many independent relays. Let the displacement jump per unit area of the $(a,b)$ plane be a constant $\alpha$ in the region $b\le a$ that the field explores. All reversible response, including that of the vacuum, is collected in $\varepsilon_iE$.

Suppose the field has fallen steadily from $E_m$ to $E_r$ and then rises by $h\le E_m-E_r$. Two groups of relays matter.

- Relays with $b>E_r$ are down at $E_r$. Those with $a<E_r+h$ now switch up.
- Relays with $b<E_r$ and $a<E_m$ were up at $E_m$ and have not been switched down since. They contribute no jump.

The switching relays fill the triangle $E_r<b<a<E_r+h$, whose area is $h^2/2$. Adding the reversible part gives the rising branch. Exchanging up and down and reversing the field gives the falling one:

$$
D-D_r=\varepsilon_i(E-E_r)\pm\frac{\alpha}{2}(E-E_r)^2 ,
$$

with $+$ for rising and $-$ for falling field. These are the Rayleigh minor branches. The uniform relay density is sufficient to produce them; it does not prove that every ferroelectric obeys them. The results for the loop in sections 3 to 5 need the branches themselves and a centring condition.

The first curve from the depolarized state has a different coefficient. In that state, relays with $a+b<0$ are up and those with $a+b>0$ are down, so that $D=0$ by symmetry. Raising the field to $E$ switches the down relays with $0<a<E$ and $-a<b<a$. Their area is

$$
\int_0^E 2a\,da=E^2,
\qquad\text{hence}\qquad
D=\varepsilon_iE+\alpha E^2 .
$$

The quadratic coefficient is $\alpha$ here and $\alpha/2$ on a minor branch, because a rise $h$ after a reversal switches half the area that the same rise switches from the depolarized state.

**Limit.** For $h\to0$, the quadratic term vanishes faster than the linear one. The slope just after a reversal is therefore $\varepsilon_i$, the reversible permittivity alone.

## 3. A symmetric cycle: the permittivity

Let the field rise from the depolarized state to $E_0$ and then fall to $-E_0$. The falling branch applies over the whole interval: relays with $a>E_0$ and $b>-E_0$ have $a+b>0$ and were never up. Setting $E-E_r=-2E_0$ gives

$$
D(-E_0)-D(E_0)=-2\varepsilon_iE_0-\frac{\alpha}{2}(2E_0)^2
=-2\varepsilon_iE_0-2\alpha E_0^2 .
$$

The rising branch over $2E_0$ changes $D$ by the opposite amount, so the loop closes. For a centred loop $D(\pm E_0)=\pm D_0$, and the left side is $-2D_0$. Dividing by $-2$,

$$
D_0=\varepsilon_iE_0+\alpha E_0^2=(\varepsilon_i+\alpha E_0)E_0 .
$$

This is also the end point of the first curve, so the depolarized start does produce a centred loop. The amplitude permittivity $D_0/E_0$ is linear in $E_0$.

**A second history.** The branches fix differences of $D$, not its absolute value. Let the relay thresholds fill the range from $-E_m$ to $E_m$, and let the material first be saturated at $E_m$. On the first descent to $-E_0$, relays with $a>E_0$ and $b>-E_0$ switch down and do not return during later cycling. This first descent must be discarded. Afterwards both ends are reversals of the same cycle, and the loop closes.

The centre is now displaced. Relays with $a>E_0$ and $b<-E_0$ fill a square of side $E_m-E_0$ and stay up. In the depolarized history half of them are down; all other uncycled relays are in the same state in both histories. The extra displacement is therefore

$$
D_{\rm offset}=\frac{\alpha}{2}(E_m-E_0)^2 .
$$

It cancels in the peak-to-peak displacement, which still gives $\varepsilon_i+\alpha E_0$. For $E_m=0.60$ MV/m, $E_0=0.30$ MV/m and the material parameters of section 6, the switched relay grid gives an offset of 0.398 mC/m² and a relative permittivity of 1300, as these formulas require.

This example checks the relay algebra; it does not represent a ferroelectric cycled well below its coercive field. On the first descent,
$$
D=\varepsilon_iE+\alpha E_m^2-\frac{\alpha}{2}(E_m-E)^2 ,
$$
which vanishes at about $-0.11$ MV/m for these parameters. The coercive field of this saturated model is thus smaller than the cycling amplitude. A subcoercive cycle can be modelled by adding enough relays with $a>E_0$ and $b<-E_0$. They raise the coercive field after saturation but do not switch during the cycle, so the shape of the loop is unchanged.

## 4. The loop and its loss

Start the falling branch at $(E_0,D_0)$ and insert $D_0$:

$$
\begin{aligned}
D_{\rm fall}
&=D_0+\varepsilon_i(E-E_0)-\frac{\alpha}{2}(E-E_0)^2\\
&=\varepsilon_iE+\alpha E_0^2-\frac{\alpha}{2}(E^2-2EE_0+E_0^2)\\
&=(\varepsilon_i+\alpha E_0)E+\frac{\alpha}{2}(E_0^2-E^2).
\end{aligned}
$$

The rising branch starts at $(-E_0,-D_0)$:

$$
\begin{aligned}
D_{\rm rise}
&=-D_0+\varepsilon_i(E+E_0)+\frac{\alpha}{2}(E+E_0)^2\\
&=(\varepsilon_i+\alpha E_0)E-\frac{\alpha}{2}(E_0^2-E^2).
\end{aligned}
$$

At $E=0$ the falling branch gives the remanent displacement $\alpha E_0^2/2$. Its slope is

$$
\frac{dD_{\rm fall}}{dE}=\varepsilon_i+\alpha E_0-\alpha E .
$$

The slope is $\varepsilon_i$ at $E_0$, just after reversal, and $\varepsilon_i+2\alpha E_0$ at $-E_0$, just before the next one. The field-linear permittivity $\varepsilon_i+\alpha E_0$ lies midway between them. It is the slope of the line joining the tips, not the local slope at a tip.

For the loss, note that $ED$ returns to its initial value over a closed cycle. Hence $\oint E\,dD=-\oint D\,dE$. Splitting the cycle into its two branches,

$$
\begin{aligned}
W&=-\int_{-E_0}^{E_0}D_{\rm rise}\,dE-\int_{E_0}^{-E_0}D_{\rm fall}\,dE\\
&=\int_{-E_0}^{E_0}(D_{\rm fall}-D_{\rm rise})\,dE
=\alpha\int_{-E_0}^{E_0}(E_0^2-E^2)\,dE\\
&=\alpha\left(2E_0^3-\frac{2E_0^3}{3}\right)=\frac43\,\alpha E_0^3 .
\end{aligned}
$$

The term $\varepsilon_iE$ has cancelled: reversible motion stores and returns energy. For the same reason $\oint E\,dP=\oint E\,dD$, since $D-P=\varepsilon_0E$.

**Limit.** For $\alpha\to0$ the two branches merge into the line $D=\varepsilon_iE$, and both the loss and the remanence vanish.

### The same loss, relay by relay

A relay takes part in the steady cycle if $-E_0<b<a<E_0$. By section 1 it dissipates its jump times $w=a-b$. For a given $w$, the threshold $b$ runs from $-E_0$ to $E_0-w$, an interval of length $2E_0-w$. Since $da\,db=dw\,db$,

$$
W=\alpha\int_0^{2E_0}w(2E_0-w)\,dw
=\alpha\left(4E_0^3-\frac{8E_0^3}{3}\right)=\frac43\,\alpha E_0^3 .
$$

This explains the cubic power within the relay model. The area of active relays grows as $E_0^2$, and their mean width grows as $E_0$.

## 5. Sinusoidal drive

Let $E=E_0\sin\theta$. Then $E_0^2-E^2=E_0^2\cos^2\theta$, and the field rises where $\cos\theta>0$. Both branches combine into

$$
D=(\varepsilon_i+\alpha E_0)E_0\sin\theta-\frac{\alpha E_0^2}{2}\cos\theta\,|\cos\theta| .
$$

The last term is even in $\theta$, so it has no sine components. It changes sign under $\theta\to\theta+\pi$, so its cosine components have odd order $n$. The coefficients of $\cos\theta|\cos\theta|$ are

$$
c_n=\frac4\pi\int_0^{\pi/2}\cos^2\theta\,\cos n\theta\,d\theta .
$$

With $\int_0^{\pi/2}\cos^3\theta\,d\theta=2/3$, $\int_0^{\pi/2}\cos^5\theta\,d\theta=8/15$ and $\cos3\theta=4\cos^3\theta-3\cos\theta$,

$$
c_1=\frac{8}{3\pi},\qquad
c_3=\frac4\pi\left(\frac{32}{15}-2\right)=\frac{8}{15\pi}.
$$

Define the first harmonic as $E_0(\varepsilon'\sin\theta-\varepsilon''\cos\theta)$, so that a lagging displacement has $\varepsilon''>0$. Multiplying $c_1$ and $c_3$ by $-\alpha E_0^2/2$ gives

$$
\varepsilon'=\varepsilon_i+\alpha E_0,\qquad
\varepsilon''=\frac{4\alpha E_0}{3\pi},\qquad
D_3=-\frac{4\alpha E_0^2}{15\pi}\cos3\theta .
$$

The third harmonic has one fifth of the amplitude of the lossy first-harmonic part. It does no net work, because $\sin\theta$ is orthogonal to the derivative of every higher harmonic. The first harmonic alone gives

$$
W=\int_0^{2\pi}E_0\sin\theta\;\varepsilon''E_0\sin\theta\,d\theta
=\pi\varepsilon''E_0^2=\frac43\,\alpha E_0^3 ,
$$

in agreement with the loop area.

**Limits.** The loss tangent is

$$
\tan\delta=\frac{\varepsilon''}{\varepsilon'}=\frac{4}{3\pi}\,\frac{\alpha E_0}{\varepsilon_i+\alpha E_0}.
$$

It vanishes linearly for $E_0\to0$. This is the hysteretic part alone; rate-dependent and conduction losses of a real material are outside the model and need not vanish in this limit. If the law still held at $\alpha E_0\gg\varepsilon_i$, it would approach $4/(3\pi)$.

## 6. Numbers for a model material

Take the round parameters $\varepsilon_{r,i}=1000$, $\alpha_r=1.0\times10^{-3}$ m/V and $E_0=0.50$ MV/m. They describe a model, not a particular ferroelectric. The irreversible part of the relative permittivity is

$$
\alpha_rE_0=(1.0\times10^{-3})(5.0\times10^5)=500 ,
$$

so the total is 1500. The tip displacement is 6.64 mC/m² and the remanence 1.11 mC/m². With $\alpha=8.854\times10^{-15}$ F/V,

$$
W=\frac43(8.854\times10^{-15})(5.0\times10^5)^3\ \mathrm{J/m^3}
\approx1476\ \mathrm{J/m^3}.
$$

At 1.0 kHz the mean heating power is $Wf\approx1.48$ MW/m³, provided the response is still independent of rate at that frequency. The imaginary relative permittivity is 212, so $\tan\delta=212/1500\approx0.141$. The coefficient of $\cos3\theta$ is $-0.188$ mC/m².

The numerical output below comes from a grid of relays switched step by step along the field history. The grid thresholds end at $\pm0.60$ MV/m, so its coercive field after saturation is only about 0.11 MV/m, as in section 3. The grid therefore reproduces the loop, but not the saturated state of a material for which 0.50 MV/m is a subcoercive field. Extending the uniform density to $\pm6.0$ MV/m would raise the coercive field to about 2.2 MV/m without changing the shape of the loop, because the added relays do not switch during the cycle.

The finite grid step $h=5.0$ kV/m leaves two visible traces. The slope measured over one step after a reversal is $\varepsilon_i+\alpha h/2$, and before a reversal it is $\varepsilon_i+2\alpha E_0-\alpha h/2$. Since $\alpha_rh/2=2.5$, the relative slopes are 1002.5 and 1997.5 instead of 1000 and 2000.

The second trace is in the loss. With $m=2E_0/h$ cells across the loop, the integral over $w$ becomes a sum:

$$
W_h=\alpha h^3\sum_{k=1}^{m-1}k(m-k)
=\alpha h^3\,\frac{m(m^2-1)}{6}
=\frac43\,\alpha E_0^3\left(1-\frac1{m^2}\right).
$$

The relative deficit is largest at the smallest amplitude. At 0.10 MV/m, $m=40$ and the deficit is about 0.06% of the continuum loss. This makes the fitted exponent 3.0004, slightly above 3.

## 7. Where the cubic law fails

**Missing weak pinning.** Suppose there are no relays with $a-b<w_0$, while the density remains $\alpha$ above that width. For $2E_0\le w_0$ no relay is cycled and $W=0$. For $2E_0>w_0$,

$$
W=\alpha\int_{w_0}^{2E_0}w(2E_0-w)\,dw
=\alpha\left(\frac43E_0^3-E_0w_0^2+\frac{w_0^3}{3}\right).
$$

The bracket vanishes at $E_0=w_0/2$, as continuity requires. The cubic law returns for $E_0\gg w_0$. A Rayleigh loss that persists to very small fields thus requires, in this model, pinning that extends to very small widths.

**A finite spread of thresholds.** Let the density instead be $\alpha\exp[-(a^2+b^2)/(2s^2)]$. For $E_0\ll s$ the exponential is approximately $1-(a^2+b^2)/(2s^2)$, and

$$
\frac{W}{4\alpha E_0^3/3}\approx1-\frac{\langle a^2+b^2\rangle}{2s^2}.
$$

The average runs over the cycled relays, each weighted by its loss, hence by $w$. Put $c=(a+b)/2$ and $u=w/(2E_0)$. Then

$$
a^2+b^2=2c^2+\frac{w^2}{2}=2c^2+2E_0^2u^2 .
$$

At fixed $u$, $c$ is uniform between $\pm E_0(1-u)$, so the average of $2c^2$ is $\tfrac23E_0^2(1-u)^2$. The normalized weight in $u$ is $6u(1-u)$ on the interval from 0 to 1, and

$$
\langle u^2\rangle=6\left(\frac14-\frac15\right)=0.3=\langle(1-u)^2\rangle .
$$

The second equality follows from the symmetry $u\to1-u$. Thus $\langle a^2+b^2\rangle=(0.2+0.6)E_0^2=0.8E_0^2$, and

$$
\frac{W}{4\alpha E_0^3/3}=1-0.4\left(\frac{E_0}{s}\right)^2+\dots
$$

For $s=0.50$ MV/m and $E_0=0.10$ MV/m this predicts 0.984, and the relay grid gives 0.984. At $E_0=s$ the grid gives 0.68, a loss 32% below that of the uniform density. The leading-order formula would give 0.6 there, outside its range. With the reversible permittivity of section 6, this density has a coercive field of only about 0.12 MV/m after saturation, or about 0.08 MV/m when the thresholds are cut at $\pm0.60$ MV/m as on the grid. Neither amplitude is well below it, so these numbers test the expansion and do not describe a material in the subcoercive regime.

Both cases break the same condition: within this model the laws hold when the relay density is nearly constant over the cycled triangle $-E_0<b<a<E_0$. The amplitude must therefore be large compared with any minimum pinning width and small compared with the field scale on which the density varies, such as $s$ above. A uniform density that ends sharply at $\pm E_m$ obeys the laws exactly up to $E_0=E_m$. The sign of the deviation at large amplitude depends on the density. The Gaussian centred on zero lowers the loss. A density that grows towards strongly pinned relays, as one concentrated near a coercive field does, raises it above the cubic law.

## Computed values

```
INPUTS
initial relative permittivity      1000
Rayleigh coefficient alpha_r       1.0e-03 m/V
alpha = eps0*alpha_r               8.8542e-15 F/V
field amplitude E0                 0.50 MV/m
frequency                          1.0 kHz
LOOP AT E0
relative permittivity D0/(eps0 E0) 1500.0
tip displacement D0                6.641 mC/m^2
remanent displacement              1.107 mC/m^2
relative slope before reversal     1997.5
relative slope after reversal      1002.5
field step of the relay grid       5.0 kV/m
LOSS PER VOLUME AND CYCLE AT E0
formula 4 alpha E0^3/3             1475.7 J/m^3
area of simulated loop             1475.7 J/m^3
heat summed over relays            1475.7 J/m^3
from imaginary permittivity        1475.7 J/m^3
mean heating power (formula)       1.476 MW/m^3
HARMONICS AT E0
relative eps' (simulated)          1500.0
relative eps'' (simulated)         212.2
loss tangent                       0.1415
third harmonic, cos part           -0.1879 mC/m^2
third / first quadrature part      0.2000
AMPLITUDE SERIES (simulated; last column formula)
E0 (MV/m)  rel. permittivity  loss (J/m^3)  formula (J/m^3)
    0.10         1100.0            11.80          11.81
    0.20         1200.0            94.43          94.44
    0.30         1300.0           318.73         318.75
    0.40         1400.0           755.53         755.56
    0.50         1500.0          1475.66        1475.70
fitted slope of rel. permittivity  1.0000e-03 m/V
fitted zero-field permittivity     1000.0
fitted exponent of the loss        3.0004
LOOP AFTER SATURATION
saturating field Em                0.60 MV/m
cycling amplitude                  0.30 MV/m
offset of the loop centre          0.398 mC/m^2
relative permittivity, peak-peak   1300.0
GAUSSIAN THRESHOLD DENSITY
width s                            0.50 MV/m
loss / uniform loss at 0.10 MV/m   0.9842
leading-order estimate there       0.9840
loss / uniform loss at 0.50 MV/m   0.6836
```
